# Kirkwood–Buff Integrals and the Thermodynamic Factor of a Binary Liquid

**Q.** In a diffusion calculation for a liquid alloy you multiply a mobility by a "thermodynamic factor". What is it, and why is it there?

**A.** Let the liquid contain species A and B with number densities $\rho_A,\rho_B$, total density $\rho=\rho_A+\rho_B$ and fractions $x_i=\rho_i/\rho$. Atoms of A drift down the gradient of their chemical potential $\mu_A$. If $M$ is their mobility relative to a chosen frame, and the driving force of B is absorbed in $M$, the flux is $J_A=-\rho_A M\nabla\mu_A$. At uniform temperature $T$ and pressure $p$, $\mu_A$ varies through composition alone, so

$$J_A=-\rho_A M\left(\frac{\partial\mu_A}{\partial x_A}\right)_{T,p}\nabla x_A=-\rho\,M\,kT\,\Gamma\,\nabla x_A ,$$

$$\Gamma\equiv x_A\left(\frac{\partial\beta\mu_A}{\partial x_A}\right)_{T,p},\qquad \beta=\frac1{kT}.$$

With an activity coefficient $\gamma_A$ defined by $\beta\mu_A=\beta\mu_A^\circ(T,p)+\ln(x_A\gamma_A)$, this is $\Gamma=1+(\partial\ln\gamma_A/\partial\ln x_A)_{T,p}$. An ideal mixture has $\Gamma=1$.

**Q.** That is a derivative of a free energy. Pair correlation functions say where atoms sit. How can the second give the first, unless the forces are pairwise?

**A.** Through number fluctuations, and no assumption about the forces is needed. Take a region of volume $V$ inside a much larger liquid, open to both species. The pair correlation function is defined by saying that $\rho_i\rho_j\,g_{ij}(|\mathbf r-\mathbf r'|)$ is the density of pairs of *distinct* atoms, an $i$ at $\mathbf r$ and a $j$ at $\mathbf r'$. Integrating over the region counts pairs:

$$\rho_i\rho_j\int_V\!\!\int_V g_{ij}\,d\mathbf r\,d\mathbf r'=\langle N_iN_j\rangle-\delta_{ij}\langle N_i\rangle .$$

The last term removes the pairing of an atom with itself. Now subtract $\langle N_i\rangle\langle N_j\rangle=\rho_i\rho_j\int_V\int_V d\mathbf r\,d\mathbf r'$. With $\delta N_i=N_i-\langle N_i\rangle$,

$$\langle\delta N_i\,\delta N_j\rangle=\delta_{ij}\rho_iV+\rho_i\rho_j\int_V\!\!\int_V(g_{ij}-1)\,d\mathbf r\,d\mathbf r'.$$

If $g_{ij}-1$ has a finite range, the inner integral is the same for every $\mathbf r$ except in a surface layer, whose share of $V$ vanishes as the region grows. Hence

$$B_{ij}\equiv\frac{\langle\delta N_i\,\delta N_j\rangle}{V}=\rho_i\delta_{ij}+\rho_i\rho_jG_{ij},\qquad G_{ij}=\int_0^\infty[g_{ij}(r)-1]\,4\pi r^2dr .$$

The liquid has been taken as homogeneous, isotropic and in one phase.

**Q.** So three integrals give three fluctuations. Where do chemical potentials enter?

**A.** In the grand partition function. Write $\alpha_i=\beta\mu_i$ and

$$\Xi=\mathrm{Tr}\,\exp(-\beta H+\alpha_AN_A+\alpha_BN_B).$$

The numbers $N_i$ commute with $H$, because the dynamics does not turn A into B. Differentiation at fixed $T$ and $V$ therefore brings down factors of $N_i$ as in classical statistics:

$$\frac{\partial\ln\Xi}{\partial\alpha_i}=\langle N_i\rangle,\qquad \frac{\partial^2\ln\Xi}{\partial\alpha_i\partial\alpha_j}=\langle N_iN_j\rangle-\langle N_i\rangle\langle N_j\rangle .$$

The second derivative is also $\partial\langle N_i\rangle/\partial\alpha_j$. Division by $V$ gives

$$\left(\frac{\partial\rho_i}{\partial\alpha_j}\right)_T=B_{ij},\qquad d\rho_i=\sum_jB_{ij}\,d\alpha_j .$$

Nothing here asks whether $H$ contains pair forces, many-body forces or quantum motion.

**Q.** But those derivatives hold the volume fixed, and $\Gamma$ holds the pressure fixed. You cannot swap one for the other.

**A.** No, the pressure has to be imposed. For a large system $\ln\Xi=\beta pV$, so the first derivative above says $\partial(\beta p)/\partial\alpha_i=\rho_i$ at fixed $T$. This is the Gibbs–Duhem relation,

$$\beta\,dp=\rho_A\,d\alpha_A+\rho_B\,d\alpha_B .$$

At constant pressure the two changes are tied together: $d\alpha_B=-(x_A/x_B)\,d\alpha_A$. The densities then respond as

$$d\rho_A=\left(B_{AA}-\frac{x_A}{x_B}B_{AB}\right)d\alpha_A,\qquad d\rho_B=\left(B_{AB}-\frac{x_A}{x_B}B_{BB}\right)d\alpha_A ,$$

where $B_{BA}=B_{AB}$ was used. The composition $x_A=\rho_A/\rho$ changes by

$$dx_A=\frac{d\rho_A}{\rho}-\frac{\rho_A(d\rho_A+d\rho_B)}{\rho^2}=\frac{x_B\,d\rho_A-x_A\,d\rho_B}{\rho}.$$

Insert the two responses:

$$\rho\,\frac{dx_A}{d\alpha_A}=x_BB_{AA}-x_AB_{AB}-x_AB_{AB}+\frac{x_A^2}{x_B}B_{BB}=\frac{W}{x_B},$$

$$W\equiv x_B^2B_{AA}+x_A^2B_{BB}-2x_Ax_BB_{AB}.$$

Therefore $\Gamma=x_A\,d\alpha_A/dx_A=\rho x_Ax_B/W$.

**Q.** Now put the correlation integrals back, and keep the self terms in view.

**A.** With $\rho_i=\rho x_i$,

$$W=x_B^2(\rho x_A+\rho^2x_A^2G_{AA})+x_A^2(\rho x_B+\rho^2x_B^2G_{BB})-2x_Ax_B\,\rho^2x_Ax_BG_{AB}.$$

The self terms add to $\rho x_Ax_B(x_B+x_A)=\rho x_Ax_B$. The rest share the factor $\rho^2x_A^2x_B^2$. So

$$W=\rho x_Ax_B\,[1+\rho x_Ax_B\,\Delta],\qquad \Delta=G_{AA}+G_{BB}-2G_{AB},$$

$$\boxed{\;\Gamma=\frac{1}{1+\rho\,x_Ax_B\,(G_{AA}+G_{BB}-2G_{AB})}\;}$$

Exchanging the labels leaves this unchanged, so A and B have the same $\Gamma$.

**Q.** Does $W$ mean anything, or is it bookkeeping?

**A.** It is a variance. Form $\delta C=x_B\,\delta N_A-x_A\,\delta N_B$, which vanishes when atoms enter in the average proportion and so records composition alone. Squaring and averaging gives $\langle\delta C^2\rangle/V=W$. For $\Delta=0$ this is $\rho x_Ax_B$, so $\Gamma$ is the ideal composition variance divided by the actual one. A variance cannot be negative, hence $\Gamma>0$ wherever $W$ is finite and nonzero.

If unlike pairs are favoured in the integrals, so that $2G_{AB}>G_{AA}+G_{BB}$, then $\Delta<0$, composition fluctuates less than in an ideal mixture, and $\Gamma>1$. In the opposite case $\Gamma<1$. The integrals run over all distances, so the nearest neighbours alone do not settle the sign. At a critical point of demixing the correlations become long-ranged, $W$ diverges and $\Gamma\to0$. Diffusion then loses its driving force.

**Q.** Ideal should mean no correlations at all. Does $\Delta=0$ say that?

**A.** It says less. If A and B differ by a label alone, all three $g_{ij}$ are equal and $\Delta=0$, however strongly the dense liquid is structured.

The dilute limit is also useful. Let $x_B\to0$ with $\Delta$ tending to a finite $\Delta_0$. Then $\Gamma=1-\rho x_B\Delta_0+O(x_B^2)$. Since $\Gamma=1+x_B\,\partial\ln\gamma_B/\partial x_B$ as well,

$$\left.\frac{\partial\ln\gamma_B}{\partial x_B}\right|_{x_B\to0}=-\rho\,\Delta_0 ,$$

with $\rho$ the density of pure A. The first departure from dilute behaviour thus follows from the correlations in the pure solvent, around an isolated solute atom, and between two solute atoms in the solvent.

**Q.** Suppose I simulate a closed box and integrate $g_{ij}$ over all of it. I should get the best possible $G_{ij}$.

**A.** You would get numbers that know nothing about the liquid. Around an atom of kind $i$ the box holds $N_j-\delta_{ij}$ other atoms of kind $j$, whatever the forces. So $\rho_j\int g_{ij}\,d\mathbf r=N_j-\delta_{ij}$, and

$$G_{ij}^{\rm closed}=\frac{N_j-\delta_{ij}}{\rho_j}-V=-\frac{\delta_{ij}}{\rho_j}.$$

Then $\rho x_Ax_B\Delta=-\rho x_Ax_B(1/\rho_A+1/\rho_B)=-(x_B+x_A)=-1$, and the denominator of $\Gamma$ vanishes. That is correct for a box whose composition cannot fluctuate, but useless here. The system must become infinite first, and the integration limit afterwards.

A molten salt described by bare ions fails in a related way. Neutrality over large volumes fixes the ratio of $\delta N_A$ to $\delta N_B$ at $x_A:x_B$, which makes $\delta C$, and so $W$, vanish per unit volume. The two chemical potentials are not independent there. In a liquid metal the electrons neutralise the ions, and both kinds of atom can fluctuate.

**Q.** I would like a case in which both sides can be computed without approximating the liquid.

**A.** Take atoms on a line of sites with forces between adjacent atoms alone. The derivation holds in one dimension, with $G_{ij}$ a sum over sites. Let the smallest allowed distances be 5, 6 and 7 sites for AA, AB and BB. For an adjacent AB pair at one of its three smallest distances the energy is lowered by $kT$. Let $e_{ij}(n)$ be the Boltzmann factor at distance $n$, and give each adjacent pair the weight

$$K_{ij}(n)=e^{(\alpha_i+\alpha_j)/2}\,e_{ij}(n)\,e^{-\beta pn}.$$

The sum $\sum_L\Xi(L)e^{-\beta pL}$ over line lengths is a series in powers of the matrix $K=\sum_nK(n)$. Because $\Xi(L)$ grows as $e^{\beta pL}$, the series must just cease to converge, so the largest eigenvalue of $K$ is 1. This condition links the chemical potentials to the pressure. The normalised eigenvector $v$ gives $x_i=v_i^2$, and the next atom after an $i$ is a $j$ at distance $n$ with probability $P_{ij}(n)=K_{ij}(n)v_j/v_i$. The mean spacing is $1/\rho=\sum n\,x_iP_{ij}(n)$. Counting neighbours of every rank,

$$\rho_jg_{ij}(n)=R_{ij}(n)=P_{ij}(n)+\sum_{l}\sum_{m<n}P_{il}(m)R_{lj}(n-m),$$

$$G_{ij}=-1+2\sum_{n\ge1}[g_{ij}(n)-1].$$

The $-1$ comes from the site already occupied, and the 2 from the two directions.

For $\beta p=0.20$ per site and $x_A=0.59863$ the density is $0.106907$ per site, and $G_{AA},G_{AB},G_{BB}$ are $-9.25463$, $-3.33593$ and $-13.51895$ sites. Then $\Delta=-16.1017$ sites, $\rho x_Ax_B\Delta=-0.4136$ and $\Gamma=1/0.5864=1.7053$. The other road uses no correlation function: shift the composition slightly at fixed pressure, solve the eigenvalue condition again, and take the finite difference of $\alpha_A$. The two results are both $1.70532437$.

**Q.** A line of sites is not a melt. Show me three dimensions, with metallurgical numbers.

**A.** Then the liquid needs a model. Take hard spheres of diameters $0.250$ nm (A) and $0.280$ nm (B) at $1200$ K, where $kT=0.10341$ eV. Add attractions $-\varepsilon_{ij}e^{-r^2/\lambda^2}$ with $\lambda=0.40$ nm and depths $0.100$, $0.120$ and $0.110$ eV for AA, AB and BB. With radii $R_i$, define $n_0=\sum\rho_i$, $n_1=\sum\rho_iR_i$, $n_2=4\pi\sum\rho_iR_i^2$ and $n_3=\tfrac{4\pi}{3}\sum\rho_iR_i^3$. The Percus–Yevick free energy per volume, with mean-field attraction, is

$$\beta f=\sum_i\rho_i(\ln\rho_i-1)-n_0\ln(1-n_3)+\frac{n_1n_2}{1-n_3}+\frac{n_2^3}{24\pi(1-n_3)^2}-\frac{\beta w}{2}\sum_{ij}\rho_i\rho_j\varepsilon_{ij},$$

where $w=\pi^{3/2}\lambda^3$ is the volume integral of the Gaussian. Terms linear in $\rho_i$ that depend on $T$ alone are dropped, since they do not affect $\Gamma$.

The correlations follow from the Ornstein–Zernike equation $\hat h_{ij}=\hat c_{ij}+\sum_l\hat c_{il}\rho_l\hat h_{lj}$ for the Fourier transforms, with $h=g-1$. The direct correlation function $\hat c_{ij}$ is the Percus–Yevick one, obtained from Rosenfeld's fundamental-measure functional, plus $\beta\varepsilon_{ij}we^{-k^2\lambda^2/4}$. The second part is the random-phase approximation. A numerical sine transform gives $g_{ij}(r)$, which is then integrated in real space.

At $x_B=0.30$ and 1 bar the density is $47.34$ nm⁻³, and spheres fill $0.434$ of the volume. The model's vapour pressure is higher than 1 bar, from 15 to 49 bar over the compositions used below, so this is a superheated liquid. Raising the pressure to where the liquid is stable changes $\Gamma$ by less than 0.1%. The integrals $G_{AA},G_{AB},G_{BB}$ are $-0.020497$, $-0.011576$ and $-0.049224$ nm³, so

$$\Delta=-0.020497-0.049224+2(0.011576)=-0.04657\ \text{nm}^3,$$

or $-28.04$ cm³/mol. Then $\rho x_Ax_B\Delta=47.34\times0.21\times(-0.04657)=-0.4629$ and $\Gamma=1/0.5371=1.862$. All three integrals are negative; what matters is that $G_{AB}$ lies above the mean of the other two.

**Q.** And the derivative of the chemical potential?

**A.** I solved for the density at 1 bar on either side of each composition and took the difference of $\beta\,\partial f/\partial\rho_A$. At $x_B=0.1$, $0.3$, $0.5$ and $0.7$ this gives $\Gamma=1.4791$, $1.8619$, $1.7596$ and $1.4357$. The pair integrals give the same values to these digits. Both roads start from one functional, so the agreement supports the relation and the integration, not the model of the liquid.

**Q.** How far out must I know $g_{ij}$?

**A.** Stopping the integrals at $0.5$ nm gives $1.603$, which is 14% below the full value. At $1.0$ nm the result is $1.879$, at $1.5$ nm $1.860$, and at $2.0$ nm $1.862$. The approach is not monotonic, because successive shells of neighbours add contributions of either sign, and a single cut-off can land close by luck. Between $0.5$ and $1.0$ nm the result climbs as high as $2.10$. Between $1.0$ and $1.5$ nm it is still up to 4% off, and only from $1.5$ nm on does it stay within 1%. These figures belong to this liquid; nearer to demixing the range grows.

**Q.** Which ingredient lifts $\Gamma$ above one? I suspect the size difference.

**A.** Hard spheres alone, at the same density and composition and at whatever pressure they then need, give $1.007$. Setting the unlike depth to the mean of the like ones, $0.105$ eV, and keeping 1 bar, gives $0.678$. The extra unlike attraction therefore carries $\Gamma$ above one.

**Q.** But $0.678$ is well below one, with no preference in the energies. Why?

**A.** Let $a(x,v)$ be the Helmholtz energy per atom, with $x=x_B$ and $v=1/\rho$, and let $g(x,p)=a+pv$ be the Gibbs energy per atom. From $\mu_A=g-x\,\partial g/\partial x$ one finds $\partial\mu_A/\partial x_A=x_B\,g_{xx}$, so $\Gamma=\beta x_Ax_B\,g_{xx}$. At fixed pressure $p=-a_v$, so $dv/dx=-a_{xv}/a_{vv}$. Since $g_x=a_x$,

$$g_{xx}=a_{xx}-\frac{a_{xv}^2}{a_{vv}} .$$

An attraction equal for all pairs contributes $-\text{const}/v$ to $a$. At given $x$ and $v$ it leaves $a_{xx}$ and $a_{xv}$ alone but lowers the stiffness $a_{vv}$. If the atoms differ in size, $a_{xv}\ne0$, the negative term grows and $\Gamma$ falls. With all three depths equal to $0.105$ eV, $\Gamma$ is $0.484$. The depths $0.100$, $0.105$ and $0.110$ eV give the milder $0.678$, because the stronger attraction of B offsets part of its larger size in $a_{xv}$. With these same depths but both diameters set to $0.259$ nm, $\Gamma$ returns to $0.990$. Size difference and cohesion act together here, though neither is a preference for like neighbours in the pair energies.

**Q.** Then how much of $1.862$ would survive a better theory of the same liquid?

**A.** Two approximations can be sized. Replace the last hard-sphere term of $\beta f$ by

$$\frac{n_2^3\,[n_3+(1-n_3)^2\ln(1-n_3)]}{36\pi n_3^2(1-n_3)^2},$$

which gives the Boublik–Mansoori–Carnahan–Starling–Leland equation of state. At 1 bar $\Gamma$ becomes $1.887$, a rise of 1.4%.

The random-phase approximation is the weaker part. Inside a hard core $g_{ij}$ should vanish, but here it reaches $0.094$ in magnitude. Setting it to zero there, with everything outside unchanged, lowers $\Gamma$ to $1.506$, or by 19%. A small error in $g$ matters because it is summed over the whole core volume: removing it takes $\Delta$ from $-0.047$ to $-0.034$ nm³. But this repair freezes $g_{ij}$ outside the core, so the 19% is not a correction. A consistent repair is the mean-spherical closure: keep $\beta\varepsilon_{ij}e^{-r^2/\lambda^2}$ as the direct correlation function outside the core, and choose its values inside so that $g_{ij}=0$ there. Solved numerically at the same density, it gives $\Gamma=1.73$, which is 7% below $1.862$. The liquid outside the cores readjusts and undoes more than half of the drop.

**Q.** Is this, then, molten aluminium with something dissolved in it?

**A.** The temperature, the diameters and the density of some 50 atoms per nm³ are roughly those of aluminium-rich melts. The cohesion is not. With $w=0.356$ nm³ and a mean depth of $0.49(0.100)+0.42(0.120)+0.09(0.110)=0.109$ eV, the attraction amounts to $\tfrac12(47.3)(0.356)(0.109)\approx0.9$ eV per atom, against roughly 3 eV for aluminium. Real metals also break the assumption of pairwise cohesion, since their binding depends on the electron density.

To size that, I replaced the mean attraction by an energy per volume proportional to $-n_e^{3/2}$, where $n_e$ is the density of valence electrons. Its strength was set to keep the pressure at the reference density and composition, and the differences between pair depths were kept. With three electrons on every atom, $\Gamma=2.007$. The formula for $g_{xx}$ explains the rise: at equal pressure, $-v^{-1/2}$ per atom softens the liquid less than $-1/v$ does. With three electrons on A and two on B, $\Gamma=0.646$. Now the embedding energy itself depends on composition. It makes $a_{xx}$ smaller, and it adds to $a_{xv}$ with the same sign as the larger size of B, so both terms lower $\Gamma$. The size of the drop depends on the assumed form. An energy per atom proportional to $-\sqrt{n_e}$ is the same thing when the valences are equal, but with three and two electrons it gives $\Gamma=1.866$.

**Q.** So at equal mobility your interdiffusion rate could be off by a factor of almost three, and even the sign of $\Gamma-1$ is open.

**A.** For a real alloy predicted from this model, yes. The Kirkwood–Buff relation is not what moves. It turns whatever correlations the liquid has into the matching $\Gamma$, provided that the liquid is one phase, the integrals converge and they refer to an open system. The uncertainty lies in the $g_{ij}$ supplied to it.
